\section*{The quasineutral presheath of source-free cold ions with quadratic drag}

\section{Which density belongs in the ion flux?}

The ion flux onto a wafer can be estimated by multiplying a plasma density by the ion sound speed. The decision is which density to use. If the density is known 10 mm upstream of the sheath and ions collide with gas on the way, using it directly can be wrong by a factor of three. For cold ions, what is needed is the density at the sonic edge, where the quasineutral plasma ends and the sheath begins. The presheath profile connects the two:
\begin{equation}
\frac{x}{L}=\frac{M^{-2}-1}{2}+\ln M ,\qquad 0<M\le 1 .
\label{profile}
\end{equation}
Here $x$ is the distance upstream of the sonic edge, $M$ is the ion speed divided by the sound speed, and $L$ is the momentum-loss length. The density relative to its edge value is $1/M$, so finding $M$ at a known distance settles the question.

\section{Model and conventions}

The flow is planar and steady. The coordinate $z$ points towards the wall, the sonic edge is at $z=0$, and $x=-z$. Ions are singly charged and cold, with mass $m$ and speed $u>0$ towards the wall. The algebra is in atomic units, so the elementary charge is 1. The electron temperature $T$ is an energy, and
\begin{equation}
c=\sqrt{T/m},\qquad M=u/c .
\end{equation}

\textbf{Drag.} Suppose an ion loses its directed momentum $mu$ once in each path length $L$, on average, to gas at rest. It travels at speed $u$, so the loss rate is $u/L$, the drag force is $-mu^2/L$ and the deceleration is $u^2/L$. We take $L$ constant, which requires a constant cross section and a drift that is fast compared with thermal motion.

\textbf{Continuity.} Without ionization or recombination the flux is uniform:
\begin{equation}
nu=n_sc ,
\label{cont}
\end{equation}
where $n_s$ is the density at the edge.

\textbf{Electrons.} They are isothermal, and their pressure balances the electric force: $T\,dn_e/dz=n_e\,d\phi/dz$. With $\phi=0$ at the edge this integrates to $n_e=n_s e^{\phi/T}$.

\textbf{Quasineutrality.} We set $n_e=n$. This requires the Debye length to be much smaller than $L$, and it will fail close to the edge.

\section{From three balances to one equation}

Equation (\ref{cont}) gives $n/n_s=c/u=1/M$. Equating this to the electron density gives
\begin{equation}
e^{\phi/T}=\frac1M\quad\Longrightarrow\quad \phi=-T\ln M .
\label{phi}
\end{equation}
The potential is positive upstream, where $M<1$, so ions are accelerated towards the wall.

The momentum equation of the ions is
\begin{equation}
u\frac{du}{dz}=-\frac1m\frac{d\phi}{dz}-\frac{u^2}{L}.
\label{momentum}
\end{equation}
From (\ref{phi}), $d\phi/dz=-(T/M)\,dM/dz$. Inserting this and $u=cM$, then dividing by $c^2=T/m$, gives
\begin{equation}
M\frac{dM}{dz}=\frac1M\frac{dM}{dz}-\frac{M^2}{L}.
\end{equation}
Collecting the derivatives on one side,
\begin{equation}
\left(\frac1M-M\right)\frac{dM}{dz}=\frac{M^2}{L}.
\label{ode}
\end{equation}
For $M<1$ the bracket is positive, so the ions speed up towards the wall in spite of the drag. At $M=1$ the bracket vanishes while the right side does not, so the slope becomes infinite.

\section{Integration and inversion}

Since $dz=-dx$, dividing (\ref{ode}) by $M^2$ gives
\begin{equation}
\frac{dx}{L}=-(M^{-3}-M^{-1})\,dM .
\label{dx}
\end{equation}
We integrate from the edge, where $x=0$ and $M=1$, to a general point. With $M'$ as the integration variable,
\begin{align}
\frac{x}{L}&=\int_M^1\left(M'^{-3}-M'^{-1}\right)dM'
=\left[-\frac{1}{2M'^2}-\ln M'\right]_M^1\\
&=-\frac12+\frac1{2M^2}+\ln M ,
\end{align}
which is (\ref{profile}). From (\ref{dx}), $x$ falls steadily as $M$ rises to 1, so each $x>0$ has one subsonic solution. There is also a branch with $M>1$ at $x>0$, but it describes fast ions slowing towards the edge, not ions leaving a slow plasma. The right side of (\ref{profile}) has its minimum, zero, at $M=1$. Neither branch therefore continues to $x<0$, and quasineutrality must be given up there.

To obtain $M$ from $x$, put $y=M^{-2}$, so that $\ln M=-\tfrac12\ln y$. Then
\begin{equation}
\frac{2x}{L}=y-1-\ln y
\quad\Longrightarrow\quad
(-y)e^{-y}=-e^{-1-2x/L}.
\end{equation}
The function $W$ is defined by $We^W=q$. Here $-y\le-1$, which selects its lower real branch:
\begin{equation}
M^{-2}=-W_{-1}\!\left(-e^{-1-2x/L}\right).
\end{equation}

\section{Field and limiting cases}

Equations (\ref{phi}) and (\ref{ode}) give the field
\begin{equation}
E=-\frac{d\phi}{dz}=\frac{T}{M}\frac{dM}{dz}
=\frac TL\,\frac{M^2}{1-M^2}.
\label{field}
\end{equation}
The ratio of inertia to drag is $u(du/dz)/(u^2/L)=(L/M)\,dM/dz=M^2/(1-M^2)$, the same factor.

\textbf{Near the edge.} Put $M=1-\delta$ with $\delta\ll1$. Then $M^{-2}=1+2\delta+3\delta^2+\dots$ and $\ln M=-\delta-\delta^2/2+\dots$, so
\begin{equation}
\frac xL=\delta+\frac32\delta^2-\delta-\frac12\delta^2+\dots=\delta^2+\dots
\end{equation}
Thus $1-M\simeq\sqrt{x/L}$. Since $1-M^2\simeq2\delta$, the field is $E\simeq T/(2\sqrt{xL})$. It diverges at the edge, although the potential stays finite.

\textbf{Far upstream.} For $M\ll1$ the term $M^{-2}/2$ dominates, so $M\simeq(2x/L)^{-1/2}$ and $E\simeq TM^2/L\simeq T/(2x)$. Inertia is negligible, and the field balances the drag. The density grows as $\sqrt{2x/L}$ and the potential as $(T/2)\ln(2x/L)$, both without bound. A source-free presheath therefore has no bulk plasma of its own. It must be joined to a region with ionization that supplies the flux.

\textbf{Comparison with free fall.} An ion falling from rest without drag reaches $M=1$ after a potential drop $T/2$, because $mc^2/2=T/2$. The Boltzmann relation then gives an edge density $e^{-1/2}$ times the density at the starting point. With drag, the same density ratio belongs to $M=e^{-1/2}$, at $x/L=(e-1)/2-\tfrac12=0.36$. A density taken further upstream needs a larger reduction.

\section{Time and energy}

The time $t$ needed to reach the edge follows from $dt=dx/u$ for each path element. Using (\ref{dx}),
\begin{equation}
\frac{ct}{L}=\int_M^1\left(M'^{-4}-M'^{-2}\right)dM'
=\frac{M^{-3}-1}{3}-\left(M^{-1}-1\right).
\label{time}
\end{equation}
In real collisions part of the work done against drag becomes random ion motion. The model keeps the ions cold, so it counts all of this work as energy given to the gas. For one ion it is
\begin{equation}
Q=\int_0^x\frac{mu^2}{L}\,dx'
=T\int_M^1\left(\frac1{M'}-M'\right)dM'
=T\left[-\ln M-\frac{1-M^2}{2}\right].
\end{equation}
The directed kinetic energy rises by $T(1-M^2)/2$. The sum of the two is $-T\ln M=\phi$, the full potential drop.

\section{What replaces the infinite field}

Close to the edge Poisson's equation must be restored. In atomic units it reads $d^2\phi/dz^2=4\pi(n_e-n_i)$. Define
\begin{equation}
\zeta=\frac zL,\quad \chi=\frac\phi T,\quad
\lambda_D^2=\frac{T}{4\pi n_s},\quad \epsilon=\frac{\lambda_D}{L}.
\end{equation}
Primes now mean $d/d\zeta$. Poisson's equation and (\ref{momentum}) become
\begin{equation}
\epsilon^2\chi''=e^\chi-\frac1M,\qquad
\left(\frac{M^2}{2}+\chi\right)'=-M^2 .
\end{equation}
Near the edge $M^2\simeq1$ on the right of the second equation. Integrating, with the constant fixed by the quasineutral solution, gives $M^2=1-2(\chi+\zeta)$ to leading order. The quasineutral limit has $\chi\simeq\delta=\sqrt{-\zeta}$, so $\zeta$ counts as a term of order $\chi^2$. To that order
\begin{align}
e^\chi&=1+\chi+\tfrac12\chi^2,\\
\frac1M&=1+(\chi+\zeta)+\tfrac32\chi^2,\\
\epsilon^2\chi''&=-(\zeta+\chi^2).
\end{align}
Set $\chi=-\epsilon^aY$ and $\zeta=\epsilon^bs$. The two terms on the right balance if $b=2a$, and the left side joins them if $2+a-2b=b$. Hence $a=2/5$, $b=4/5$ and
\begin{equation}
\frac{d^2Y}{ds^2}=Y^2+s,\qquad Y\to-\sqrt{-s}\quad(s\to-\infty).
\label{inner}
\end{equation}
The layer is about $L\epsilon^{4/5}=L^{1/5}\lambda_D^{4/5}$ thick, which lies between $\lambda_D$ and $L$. To leading order $M-1=-\chi=\epsilon^{2/5}Y$, so the ions become sonic where $Y=0$. Integrating (\ref{inner}) along the solution without upstream oscillations puts this at $s=0.715$. The actual sonic point therefore lies on the wall side of $x=0$, by $0.715\,L\epsilon^{4/5}$ for small $\epsilon$. The field there is finite, of order $(T/L)\epsilon^{-2/5}$.

The full ion and Poisson equations were also integrated from $M=0.5$ for $\epsilon=0.004$ and $0.001$. Extrapolating the shift to $\epsilon\to0$, with a first correction of relative order $\epsilon^{2/5}$ removed, gives 0.714. Away from the edge the same equations test (\ref{profile}) itself. For $\epsilon=0.01$ the distance from $M=0.3$ to $M=0.6$ is $3.4737L$, against $3.4735L$ from the formula.

\section{A second case: ions spread by charge exchange}

In resonant charge exchange a moving ion takes an electron from an atom, and a new ion starts at rest. The ions then have a range of speeds $v$, with mean $u$. Let $\beta=\langle v^2\rangle/u^2$; a cold beam has $\beta=1$.

In a uniform field with acceleration $a_0$, an ion that has travelled $s$ since its last collision has $v=\sqrt{2a_0s}$. For mean free path $L$, the flux is distributed in $s$ as $e^{-s/L}/L$. Write $\langle\cdot\rangle_\Gamma$ for the flux average. Density is flux divided by speed, so $u=1/\langle1/v\rangle_\Gamma$ and $\langle v^2\rangle=u\langle v\rangle_\Gamma$. With $s=Lq^2$,
\begin{equation}
\beta=\langle v\rangle_\Gamma\left\langle\frac1v\right\rangle_\Gamma
=\int_0^\infty2q^2e^{-q^2}dq\int_0^\infty2e^{-q^2}dq
=\frac{\sqrt\pi}{2}\sqrt\pi=\frac\pi2 .
\end{equation}

The momentum flux is now $mn\beta u^2$. An ion of speed $v$ loses $mv$ at rate $v/L$, so the drag per volume is $mn\beta u^2/L$. If $\beta$ is held constant, the fact that $nu$ is uniform gives
\begin{equation}
\beta M\frac{dM}{dz}=\frac1M\frac{dM}{dz}-\frac{\beta M^2}{L}.
\end{equation}
Put $N=\sqrt\beta M$. The left side is $N\,dN/dz$, the first term on the right is $(1/N)\,dN/dz$ and the last is $-N^2/L$. This is the earlier equation with $N$ in place of $M$. Far upstream, where the field changes little over a mean free path, it gives $M\simeq(2\beta x/L)^{-1/2}$. For a given density there, the flux is $1/\sqrt\beta=0.80$ times that of cold ions. This 20\% reduction is a far-upstream limit, not a correction for every distance. Near the edge the field rises steeply within one mean free path, so $\beta$ cannot be held constant. The equation becomes singular at mean speed $c/\sqrt\beta$, but this should not be taken as the speed of real ions at the edge. Finding that speed requires a kinetic calculation. For this source-free charge-exchange model with cold gas, the kinetic solution gives a mean speed of about $1.25c$ at the edge, above $c$ rather than below it, so the flux is then about $1.25$ times the edge density times $c$.

\section{Worked example: argon downstream of an etch source}

Take argon at 0.010 Torr and 300 K with $T=2$ eV, an edge density of $1.0\times10^{10}$ cm$^{-3}$ and a drag cross section of $1.0\times10^{-14}$ cm$^2$. The cross section is a round value chosen for the model; the others are rough typical values for the region downstream of a low-pressure inductive source. The gas density is $3.219\times10^{14}$ cm$^{-3}$, so
\begin{equation}
L=\frac{1}{(3.219\times10^{14})(1.0\times10^{-14})}\ \mathrm{cm}=3.107\ \mathrm{mm}.
\end{equation}
The sound speed is 2.198 km/s. At $x=10$ mm, $x/L=3.219$ and the solution is $M=0.3209$. Substituting back,
\begin{equation}
\tfrac12(9.711-1)-1.137=3.219 .
\end{equation}
The profile at four distances is as follows.
\begin{center}
\begin{tabular}{ccccc}
$x$ (mm) & $M$ & $n$ ($10^{10}$ cm$^{-3}$) & $\phi$ (V) & $E$ (V/cm)\\
0.3 & 0.755 & 1.33 & 0.56 & 8.5\\
1.0 & 0.620 & 1.61 & 0.96 & 4.0\\
3.0 & 0.476 & 2.10 & 1.49 & 1.9\\
10.0 & 0.321 & 3.12 & 2.27 & 0.74
\end{tabular}
\end{center}

The flux is $n_sc=(1.0\times10^{10})(2.198\times10^5)=2.2\times10^{15}$ cm$^{-2}$s$^{-1}$. Multiplying the density at 10 mm by $c$ would give 3.1 times as much. From 3 mm to the edge an ion takes 2.3 microseconds. Of the 1.49 eV released, 0.77 eV becomes directed motion and 0.71 eV is work against drag, which the cold-ion model assigns to the gas.

\section{How far the example can be trusted}

\textbf{Space charge.} The edge Debye length is 0.105 mm, so $\epsilon=0.034$. With Poisson's equation included, $M$ at 0.3 mm is about 0.744 instead of 0.755 (the fourth digit moves by one with the starting point of the integration), while at 3 mm the two agree to about $10^{-4}$. The sonic point moves 0.21 mm towards the wall, and the field there is 25 V/cm. The leading law gives a shift of only $0.715\,\epsilon^{4/5}L=0.15$ mm. A sizeable difference is to be expected, since the next correction is of relative order $\epsilon^{2/5}=0.26$, with a coefficient near 1.6 that makes it about 40\%.

\textbf{Ionization.} If each electron ionizes at rate $\nu$, the flux produced between $x$ and the edge is $\int\nu n\,dx=n_sc\,\nu t$, because $n\,dx=n_sc\,dt$. Its share of the edge flux is $\nu t$. For electron energy $\mathcal E$ above the ionization energy $I=15.8$ eV, take the model cross section $\sigma_0(1-I/\mathcal E)$, with the rough scale $\sigma_0=3\times10^{-16}$ cm$^2$. Averaging over a Maxwellian gives $\nu=n_g\sigma_0\bar v_e e^{-I/T}$, where $n_g$ is the gas density and $\bar v_e$ the mean electron speed. The share is 0.8\% from 3 mm and 3.7\% from 10 mm. At fixed $x$ and $L$, $\bar v_e$ and $1/t$ both scale as $\sqrt T$, so $\nu t$ varies as $e^{-I/T}$. Raising $T$ to 3 eV multiplies it by $e^{15.8(1/2-1/3)}\approx14$, and the 10 mm share becomes about one half. The assumption of uniform flux then fails over that distance.

\textbf{Drag law.} Thermal motion raises the collision rate of slow ions. For an estimate, $u^2$ in the drag was replaced by the average of $|\mathbf g|g_z$, where $\mathbf g$ is the ion--atom relative velocity and both species have 300 K Maxwellian spreads. The value $M=0.321$ is then reached at 7.9 mm instead of 10 mm. If instead the cross section varies as $u^{-0.2}$, a trial law fixed to the chosen value at $u=c$, that distance is 8.5 mm. Either change lowers $M$ at a fixed distance, and with it the flux inferred from a given density.

\textbf{Smaller terms.} The gas-to-electron temperature ratio, which measures the pressure of 300 K ions, is 0.013. Friction of electrons on the gas, for a rough elastic cross section of $3\times10^{-16}$ cm$^2$, is less than $10^{-3}$ of the electric force at 3 mm.

\textbf{The real case.} At $T=3$ eV, with the model ionization cross section, about half of the edge flux is produced within the last 10 mm, so the ion speed and local flux at 10 mm cannot be taken from the source-free profile. The source share does not by itself measure the error in the edge density; for that, the equations must be solved with ionization included. At 2 eV the drag law and the charge-exchange spread matter more, and with $L$ held fixed both lower the flux inferred from the density at 10 mm. Solving for $M$ at 10 mm with each changed drag law separately lowers the flux by about 10\% for thermal motion and 6\% for the varying cross section. For the spread, the far-upstream limit is a 20\% reduction. Since 10 mm is only about three mean free paths from the edge, that limit is not reached: the kinetic solution of the charge-exchange model with cold gas gives a reduction of about 13\% at 10 mm and 7\% at 3 mm. If $L$ were instead fitted to measured drift speeds with the cold-ion drag law, the far-upstream effect of the spread would already be included. Hotter gas at the same pressure is thinner, so $L$ grows in proportion to gas temperature. Etch gases can also contain several kinds of positive ion and negative ions, which this model does not describe. For the conditions above, the cold-ion profile (\ref{profile}) gives a factor of three between the density at 10 mm and the edge density. With a charge-exchange spread, this ratio also depends on the mean ion speed at the edge, which the cold-ion model does not supply, so the factor should not be carried over unchanged. In the kinetic charge-exchange solution with the same $L$, the density at 10 mm is about 4.5 times the edge density, and multiplying it by $c$ overstates the flux by about 3.6. The remaining digits in the table belong to the model, not to a reactor. The full set of values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough typical values, argon)
gas pressure = 0.010 Torr
gas temperature = 300 K
electron temperature = 2.0 eV
edge density = 1.0e+10 cm^-3
drag cross section = 1.0e-14 cm^2
ion mass = 39.95 u
ionization energy = 15.8 eV
ionization cross-section scale = 3.0e-16 cm^2
electron elastic cross section = 3.0e-16 cm^2
SCALES
gas density = 3.219e+14 cm^-3
momentum-loss length L = 3.107 mm
sonic speed c = 2.198 km/s
ion energy at edge = 1.000 eV
edge Debye length = 0.1051 mm
eps = Debye length/L = 0.0338
PROFILE (x; x/L; M; density; potential; field)
0.3 mm; 0.0966; 0.7546; 1.325e+10 cm^-3; 0.563 V; 8.511 V/cm
1.0 mm; 0.3219; 0.6203; 1.612e+10 cm^-3; 0.955 V; 4.026 V/cm
3.0 mm; 0.9656; 0.4758; 2.102e+10 cm^-3; 1.485 V; 1.884 V/cm
10.0 mm; 3.2188; 0.3209; 3.116e+10 cm^-3; 2.273 V; 0.739 V/cm
FROM x = 3 mm TO THE EDGE
transit time = 2.345 microseconds
kinetic energy gained = 0.774 eV
energy given to gas = 0.712 eV
TESTS
worst momentum residual/drag = 1.0e-07
M 0.3 to 0.6, with Poisson: 3.47374 L
M 0.3 to 0.6, formula: 3.47352 L
edge shift/(L eps^0.8), inner equation = 0.7154
same, extrapolated from full flow = 0.7135
NEGLECTED EFFECTS
space charge: sonic point moves wallward 0.211 mm
space charge: field at that point = 25.03 V/cm
x; M with Poisson; ionization share of edge flux
0.3 mm; 0.7445; 0.06 %
1.0 mm; 0.6192; 0.22 %
3.0 mm; 0.4757; 0.79 %
10.0 mm; 0.3209; 3.66 %
x; x for same M with thermal drag; with sigma ~ u^-0.2
0.3 mm; 0.279 mm; 0.289 mm
1.0 mm; 0.909 mm; 0.936 mm
3.0 mm; 2.613 mm; 2.701 mm
10.0 mm; 7.875 mm; 8.468 mm
gas/electron temperature = 0.0129
charge-exchange spread beta = 1.5708
singular mean speed with spread = 0.7979 c
electron friction/field force at 3 mm = 2.9e-04
\end{verbatim}
